# Real Bloch orbitals at the time-reversal-invariant points of a supercell: a program that tests the result

```python
# Result under test (Hartree atomic units). For a Hamiltonian with a real kernel and a supercell
# wave vector K = G0/2, G0 = sum n_i B_i, n_i in {0,1}, orbitals
# psi(r) = vol^(-1/2) sum_G c(G) exp(i q.r), q = K+G, q^2/2 <= ecut, can be chosen real:
# c(-G-G0) = conj c(G). N plane waves then carry N real numbers instead of 2N
# (N odd at K=0, even otherwise). Model: triclinic cell, two Gaussian wells
# -depth*exp(-r^2/(2 sigma^2)), normalised p projectors on atom A, 3x2x1 supercell.
# h(q,q') = <q|H|q'>; C, S = sqrt(2/vol) cos, sin(q.r) on a half sphere; k = primitive wave vector.
import itertools
import numpy as np
from scipy.constants import physical_constants

ev = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(1)
prim = np.array([[4.0, 0, 0], [1.0, 4.5, 0], [0.5, 0.5, 5.0]])
reps = np.array([3, 2, 1])
ecut, s_p, d_p = 5.0, 0.8, 0.5
species = [(np.array([0.1, 0.2, 0.15]), 2.0, 0.9), (np.array([0.4, 0.55, 0.75]), 1.0, 0.7)]
norm_p = np.sqrt(2 / (np.pi**1.5 * s_p**5))
allm = np.array(list(itertools.product(range(-9, 10), repeat=3)))


class Cell:
    def __init__(self, rep):
        self.A = prim * np.array(rep)[:, None]
        self.B = 2 * np.pi * np.linalg.inv(self.A).T
        self.vol = abs(np.linalg.det(self.A))
        shifts = np.array(list(itertools.product(*[range(x) for x in rep])))
        self.pos = [(f + shifts) @ prim for f, _, _ in species]

    def basis(self, kfrac):
        q = (allm + kfrac) @ self.B
        keep = 0.5 * (q**2).sum(1) <= ecut
        return allm[keep], q[keep]

    def local(self, q):
        d2 = ((q[:, None] - q[None]) ** 2).sum(2)
        v = 0
        for (_, depth, sg), pos in zip(species, self.pos):
            ph = np.exp(-1j * q @ pos.T)
            v = v - depth * (2 * np.pi) ** 1.5 * sg**3 * np.exp(-d2 * sg**2 / 2) * (ph @ ph.conj().T)
        return v / self.vol

    def ham(self, q):
        q2 = (q**2).sum(1)
        rad = -1j * norm_p * (2 * np.pi) ** 1.5 * s_p**5 * np.exp(-q2 * s_p**2 / 2) / np.sqrt(self.vol)
        ph = np.exp(-1j * q @ self.pos[0].T)
        beta = np.hstack([(rad * q[:, a])[:, None] * ph for a in range(3)])
        return np.diag(q2 / 2) + self.local(q) + d_p * beta @ beta.conj().T


def partner_map(m, n):
    idx = {tuple(x): i for i, x in enumerate(m)}
    return np.array([idx[tuple(-x - n)] for x in m])  # KeyError if the sphere were not closed


def clusters(e):
    return np.split(np.arange(len(e)), np.where(np.diff(e) > 1e-9)[0] + 1)


def nonreal(vals):  # zero if one global phase makes the values real
    sv = np.linalg.svd(np.c_[vals.real, vals.imag], compute_uv=False)
    return sv[1] / sv[0]


def grid(shape):
    f = np.meshgrid(*[np.arange(x) / x for x in shape], indexing="ij")
    return np.stack(f, -1).reshape(-1, 3) @ sup.A


sup, pc = Cell(reps), Cell([1, 1, 1])
cshape = (16, 12, 8)
fine, coarse = grid((32, 24, 16)), grid(cshape)
wf, wc = sup.vol / len(fine), sup.vol / len(coarse)
points = rng.random((60, 3)) @ sup.A
trims = [np.array(n) for n in itertools.product((0, 1), repeat=3)]

# real-space potential and sign-weighted projector sums
vgrid = np.zeros(len(fine))
bgrid = np.zeros((8, len(sup.pos[0]), len(fine), 3))
for t in itertools.product(range(-1, 2), range(-1, 2), range(-2, 3)):
    T = np.array(t) @ sup.A
    for isp, (_, depth, sg) in enumerate(species):
        for ia, p in enumerate(sup.pos[isp]):
            d = fine - p - T
            r2 = (d**2).sum(1)
            vgrid -= depth * np.exp(-r2 / (2 * sg**2))
            if isp == 0:
                b = norm_p * d * np.exp(-r2 / (2 * s_p**2))[:, None]
                for ik, n in enumerate(trims):
                    bgrid[ik, ia] += (-1) ** int(n @ np.array(t)) * b

print("primitive vectors (bohr):", prim.tolist())
for name, (f, depth, sg) in zip("AB", species):
    print(f"atom {name}: frac {f.tolist()}, depth {depth} Ha, sigma {sg} bohr")
print(f"p projector on A: width {s_p} bohr, strength {d_p} Ha")
print(f"supercell {reps.tolist()}, volumes {pc.vol:.1f} and {sup.vol:.1f} bohr^3")
print(f"ecut {ecut} Ha = {ecut*ev:.2f} eV, q_max {np.sqrt(2*ecut):.4f} 1/bohr")
nest = sup.vol * (2 * ecut) ** 1.5 / (6 * np.pi**2)
print(f"smooth estimate of N: {nest:.1f}")
print("n | N | pairs | fixed | free reals | 2N | self k | singlets | E0 cplx, E0 real (Ha)")
store, err_mat, err_eig, err_fold, err_im = {}, 0, 0, 0, 0
for ik, n in enumerate(trims):
    m, q = sup.basis(n / 2)
    N, gam = len(m), int(n.sum() == 0)
    par = partner_map(m, n)
    half = np.array([i for i, x in enumerate(2 * m + n) if tuple(x) > (0, 0, 0)])
    zero = np.where(par == np.arange(N))[0]
    assert len(zero) == gam and N % 2 == gam and len(half) == (N - gam) // 2
    # freedom of real orbitals: nullity of the real-linear map (Re c, Im c) -> Im psi on a grid
    arg = coarse @ q.T
    mp = np.hstack([np.sin(arg), np.cos(arg)])
    nullity = int((np.linalg.eigvalsh(mp.T @ mp / len(coarse)) < 1e-8).sum())
    assert nullity == 2 * len(half) + gam == N
    h = sup.ham(q)
    e, vec = np.linalg.eigh(h)
    # real matrix by quadrature in real arithmetic
    qh, pre = q[half], np.sqrt(2 / sup.vol)
    def funcs(r):
        a = r @ qh.T
        return np.hstack([np.full((len(r), gam), sup.vol**-0.5), pre * np.cos(a), pre * np.sin(a)])
    F = funcs(fine)
    hq = wf * F.T @ (vgrid[:, None] * F)
    a = coarse @ qh.T
    for x in range(3):
        g = np.hstack([np.zeros((len(coarse), gam)), -pre * qh[:, x] * np.sin(a), pre * qh[:, x] * np.cos(a)])
        hq += 0.5 * wc * g.T @ g
    for ia in range(bgrid.shape[1]):
        pr = wf * F.T @ bgrid[ik, ia]
        hq += d_p * pr @ pr.T
    hp, hm = h[np.ix_(half, half)], h[np.ix_(half, par[half])]
    hr = np.block([[(hp + hm).real, (hp - hm).imag], [(hp - hm).imag.T, (hp - hm).real]])
    if gam:
        row = np.sqrt(2) * np.r_[h[zero[0], half].real, h[zero[0], half].imag]
        hr = np.block([[h[np.ix_(zero, zero)].real, row[None]], [row[:, None], hr]])
    er = np.linalg.eigvalsh(hq)
    err_mat, err_eig = max(err_mat, abs(hr - hq).max()), max(err_eig, abs(er - e).max())
    # folding: primitive spectra and singlet count
    ep, nself, nself_pw = [], 0, 0
    for j in itertools.product(*[range(x) for x in reps]):
        qk = pc.basis((n / 2 + np.array(j)) / reps)[1]
        ep += list(np.linalg.eigvalsh(pc.ham(qk)))
        if np.all((n + 2 * np.array(j)) % reps == 0):
            nself, nself_pw = nself + 1, nself_pw + len(qk)
    assert len(ep) == N
    err_fold = max(err_fold, abs(np.sort(ep) - e).max())
    cl = clusters(e)
    singl = sum(len(c) == 1 for c in cl)
    assert max(len(c) for c in cl) == 2 and singl == nself_pw
    assert nself == np.prod([1 if R % 2 else 2 * (1 - x) for R, x in zip(reps, n)])
    # real basis from scrambled complex eigenvectors
    cls = m % reps
    for c in cl[:10]:
        dd = len(c)
        U = np.linalg.qr(rng.normal(size=(dd, dd)) + 1j * rng.normal(size=(dd, dd)))[0]
        v = vec[:, c] @ U
        tv = v[par].conj()
        R = np.hstack([(v + tv) / 2, (v - tv) / 2j])
        w, u = np.linalg.eigh((R.conj().T @ R).real)
        assert abs(w[:dd]).max() < 1e-8 and abs(w[dd:] - 1).max() < 1e-8
        phi = R @ u[:, dd:]
        assert abs(h @ phi - phi * e[c]).max() < 1e-8
        assert abs(phi.conj().T @ phi - np.eye(dd)).max() < 1e-8
        val = np.exp(1j * points @ q.T) @ phi / np.sqrt(sup.vol)
        err_im = max(err_im, abs(val.imag).max())
        if not gam:
            assert nonreal(np.exp(-1j * points @ (n / 2 @ sup.B)) * val[:, 0]) > 1e-2
        j0 = cls[np.argmax(abs(phi[:, 0]))]
        wk = (abs(phi[np.all(cls == j0, 1), 0]) ** 2).sum()
        wm = (abs(phi[np.all(cls == (-j0 - n) % reps, 1), 0]) ** 2).sum()
        assert abs(wk - 1 / dd) < 1e-7 and abs(wm - 1 / dd) < 1e-7
        if dd == 2 and (ik, "w") not in store:
            store[(ik, "w")] = ((n / 2 + j0) / reps, wk, wm, e[c[0]])
    # half-sphere overlap and two orbitals per FFT, against grid values
    x1, x2 = rng.normal(size=(2, N))
    def coef(x):
        c = np.zeros(N, complex)
        c[half] = (x[gam:gam + len(half)] - 1j * x[gam + len(half):]) / np.sqrt(2)
        c[par[half]] = c[half].conj()
        c[zero] = x[:gam]
        return c
    c1, c2, Fc = coef(x1), coef(x2), funcs(coarse)
    s_half = 2 * (c1[half].conj() @ c2[half]).real + (c1[zero] @ c2[zero]).real
    assert abs(s_half - wc * (Fc @ x1) @ (Fc @ x2)) < 1e-9
    box = np.zeros(cshape, complex)
    box[tuple(m.T)] = c1 + 1j * c2
    phase = np.exp(1j * coarse @ (n / 2 @ sup.B))
    both = phase * np.fft.ifftn(box).ravel() * len(coarse) / np.sqrt(sup.vol)
    assert abs(both.real - Fc @ x1).max() < 1e-10 and abs(both.imag - Fc @ x2).max() < 1e-10
    f = np.fft.fftn(((Fc @ x1 + 1j * Fc @ x2) / phase).reshape(cshape))[tuple(m.T)]
    f *= np.sqrt(sup.vol) / len(coarse)
    assert abs((f + f[par].conj()) / 2 - c1).max() < 1e-10
    assert abs((f - f[par].conj()) / 2j - c2).max() < 1e-10
    store[ik] = (m, q, par, half, h, e, vec, cl)
    print(f"{n} | {N} | {len(half)} | {len(zero)} | {nullity} | {2*N} | {nself} | {singl} | "
          f"{e[0]:.6f}, {er[0]:.6f}")
assert err_mat < 1e-8 and err_eig < 1e-8 and err_fold < 1e-9 and err_im < 1e-9
print(f"max |block formula - quadrature| {err_mat:.1e} Ha; spectra real vs complex {err_eig:.1e} Ha")
print(f"max |primitive - supercell level| {err_fold:.1e} Ha; max |Im psi| {err_im:.1e} bohr^-3/2")
print(f"lowest level at K=0: {store[0][5][0]:.6f} Ha = {store[0][5][0]*ev:.4f} eV")

# worked example at n = (1,0,0)
m, q, par, half, h, e, vec, cl = store[4]
ib = [c[0] for c in cl if len(c) == 1][0]
i = half[np.argmax(abs(vec[half, ib]))]
c = vec[:, ib] * np.exp(-1j * np.angle(vec[i, ib]))
M = (c.conj() * c[par].conj()).sum()
cr = c * np.exp(0.5j * np.angle(M))
assert abs(abs(M) - 1) < 1e-9 and abs((np.exp(1j * points @ q.T) @ cr).imag).max() < 1e-8
print(f"n=(1,0,0): first singlet is level {ib+1}, E = {e[ib]:.6f} Ha")
print(f"  G = {m[i]}, partner G = {m[par[i]]} (units of B_i)")
print(f"  gauge c(G)>0: c(G) = {c[i]:.6f}, c(partner) = {c[par[i]]:.6f}")
print(f"  |M| = {abs(M):.10f}, alpha = {np.angle(M):.6f} rad")
print(f"  real gauge: c(G) = {cr[i]:.6f}, c(partner) = {cr[par[i]]:.6f}")
kf, wk, wm, ed = store[(4, "w")]
print(f"  first doublet E = {ed:.6f} Ha, k = {np.round(kf, 4)}, weights k, -k: {wk:.6f}, {wm:.6f}")
for ik in (0, 4):
    N = len(store[ik][0])
    print(f"n={trims[ik]}: orbital {16*N} -> {8*N} bytes, matrix {16*N*N} -> {8*N*N} bytes, "
          f"overlap {4*N} -> {N} real mult.")

# counter-cases
mg, qg = sup.basis(np.array([0.3, 0, 0]))
vg = np.linalg.eigh(sup.ham(qg))[1][:, 0]
ng = nonreal(np.exp(1j * points @ qg.T) @ vg)
assert ng > 1e-2
print(f"generic K = 0.3 B1: singular-value ratio of (Re, Im) psi = {ng:.4f}")
m, q, par, half, h = store[0][:5]
avec = np.array([0.3, 0.3, 0.3])
dm = m[:, None] - m[None]
link = (abs(dm[..., 0]) == reps[0]) & (dm[..., 1] == 0) & (dm[..., 2] == 0)
qa = q @ avec
v0 = np.linalg.eigh(h + 0.25 * link * (qa[:, None] + qa[None]))[1][:, 0]
Mb = abs((v0 * v0[par]).sum())
assert Mb < 1 - 1e-4
print(f"term (A.p+p.A)/2, A = {avec.tolist()} cos(b1.r) a.u., K=0: |M| = {Mb:.6f}")
lam = 0.5
sig = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]


def spin_orbit(kfrac):
    m, q = pc.basis(kfrac)
    cr = 1j * lam * pc.local(q)[..., None] * np.cross(q[:, None], q[None])
    H = np.kron(np.eye(2), pc.ham(q)) + sum(np.kron(sig[a], cr[..., a]) for a in range(3))
    assert abs(H - H.conj().T).max() < 1e-12
    return m, H


worst, worst_ov = 0, 0
for n in trims:
    m, H = spin_orbit(n / 2)
    e, v = np.linalg.eigh(H)
    p, N = partner_map(m, n), len(m)
    tv = np.r_[v[N:, 0][p].conj(), -v[:N, 0][p].conj()]
    assert abs(H @ tv - e[0] * tv).max() < 1e-9
    worst, worst_ov = max(worst, abs(e[0::2] - e[1::2]).max()), max(worst_ov, abs(v[:, 0].conj() @ tv))
eg = np.linalg.eigvalsh(spin_orbit(np.array([0.3, 0.1, 0.2]))[1])
split = abs(eg[0::2] - eg[1::2]).max()
assert worst < 1e-10 and worst_ov < 1e-10 and split > 1e-4
print(f"spin-orbit lambda*sigma.(grad V x p), lambda = {lam} a.u., primitive cell:")
print(f"  eight points: max pair splitting {worst:.1e} Ha, max |<psi|Theta psi>| {worst_ov:.1e}")
print(f"  k = (0.3,0.1,0.2): max pair splitting {split:.5f} Ha")
print("OK")
```

Printed output:

```
primitive vectors (bohr): [[4.0, 0.0, 0.0], [1.0, 4.5, 0.0], [0.5, 0.5, 5.0]]
atom A: frac [0.1, 0.2, 0.15], depth 2.0 Ha, sigma 0.9 bohr
atom B: frac [0.4, 0.55, 0.75], depth 1.0 Ha, sigma 0.7 bohr
p projector on A: width 0.8 bohr, strength 0.5 Ha
supercell [3, 2, 1], volumes 90.0 and 540.0 bohr^3
ecut 5.0 Ha = 136.06 eV, q_max 3.1623 1/bohr
smooth estimate of N: 288.4
n | N | pairs | fixed | free reals | 2N | self k | singlets | E0 cplx, E0 real (Ha)
[0 0 0] | 299 | 149 | 1 | 299 | 598 | 2 | 95 | -0.451069, -0.451069
[0 0 1] | 286 | 143 | 0 | 286 | 572 | 2 | 92 | -0.375397, -0.375397
[0 1 0] | 290 | 145 | 0 | 290 | 580 | 0 | 0 | -0.402601, -0.402601
[0 1 1] | 272 | 136 | 0 | 272 | 544 | 0 | 0 | -0.335165, -0.335165
[1 0 0] | 296 | 148 | 0 | 296 | 592 | 2 | 100 | -0.415120, -0.415120
[1 0 1] | 278 | 139 | 0 | 278 | 556 | 2 | 96 | -0.341422, -0.341422
[1 1 0] | 294 | 147 | 0 | 294 | 588 | 0 | 0 | -0.380371, -0.380371
[1 1 1] | 280 | 140 | 0 | 280 | 560 | 0 | 0 | -0.314600, -0.314600
max |block formula - quadrature| 2.2e-14 Ha; spectra real vs complex 2.7e-14 Ha
max |primitive - supercell level| 1.2e-14 Ha; max |Im psi| 7.2e-17 bohr^-3/2
lowest level at K=0: -0.451069 Ha = -12.2742 eV
n=(1,0,0): first singlet is level 5, E = -0.267060 Ha
  G = [1 0 0], partner G = [-2  0  0] (units of B_i)
  gauge c(G)>0: c(G) = 0.625732+0.000000j, c(partner) = 0.471322+0.411579j
  |M| = 1.0000000000, alpha = -0.717834 rad
  real gauge: c(G) = 0.585859-0.219795j, c(partner) = 0.585859+0.219795j
  first doublet E = -0.415120 Ha, k = [0.8333 0.     0.    ], weights k, -k: 0.500000, 0.500000
n=[0 0 0]: orbital 4784 -> 2392 bytes, matrix 1430416 -> 715208 bytes, overlap 1196 -> 299 real mult.
n=[1 0 0]: orbital 4736 -> 2368 bytes, matrix 1401856 -> 700928 bytes, overlap 1184 -> 296 real mult.
generic K = 0.3 B1: singular-value ratio of (Re, Im) psi = 0.5576
term (A.p+p.A)/2, A = [0.3, 0.3, 0.3] cos(b1.r) a.u., K=0: |M| = 0.982492
spin-orbit lambda*sigma.(grad V x p), lambda = 0.5 a.u., primitive cell:
  eight points: max pair splitting 7.1e-15 Ha, max |<psi|Theta psi>| 3.1e-17
  k = (0.3,0.1,0.2): max pair splitting 0.08453 Ha
OK
```
